# Drive-level capacitance profiling: trap density from amplitude-dependent junction capacitance

## 1. The situation

A metal contact on an amorphous oxide semiconductor depletes the film beneath it. Its capacitance tells how far away the charge responds, and the change of capacitance with bias tells how much charge is there. In a film with many gap states this second reading is ambiguous. Some traps follow the ac voltage, while deeper ones follow only the slow change of dc bias, and an ordinary capacitance–voltage profile mixes the two.

Drive-level profiling changes the ac amplitude instead, keeping one end of the voltage swing fixed. We ask what density the amplitude dependence measures, and under what conditions.

## 2. Conventions

The film is n-type, the contact has area $A$ and lies at $x=0$, and the permittivity is $\varepsilon$. The elementary charge is $q>0$; energies are in joules in formulas and in eV in numbers.

The swing starts at the most forward applied bias $V_{\max}$ and goes a distance $dV>0$, peak to peak, towards reverse. The dc bias is therefore $V_{\max}-dV/2$ and must be readjusted at each amplitude. Here $dV$ is finite. If the charge uncovered between the ends is $\Delta Q$, define

$$C(dV)=\frac{\Delta Q}{dV}=C_0+C_1\,dV+C_2\,dV^2+\dots$$

Let $\psi(x)$ be the upward band bending in volts, zero in the neutral bulk and $\psi_s$ at the contact. An extra reverse bias $dV$ raises $\psi_s$ by $dV$. With $\rho$ the net positive charge density,

$$\psi''=\rho/\varepsilon,\qquad F=-\psi'>0 .$$

## 3. Which charge can follow

A trap at depth $u$ below the conduction-band edge emits its electron at the rate $\nu e^{-u/kT}$, with $\nu$ the attempt frequency. Setting this equal to the angular frequency $\omega$ gives the cutoff

$$E_e=kT\ln(\nu/\omega).$$

We treat it as sharp: shallower traps follow the ac voltage, deeper ones do not.

Let the bulk Fermi level lie $\zeta$ below the band edge. Where the bending is $\psi$, it lies $\zeta+q\psi$ below the local edge. It meets the cutoff at a position $x_e$, where

$$\psi_e=(E_e-\zeta)/q .$$

Deeper in the film, $x>x_e$, the slow traps lie below the Fermi level and are full, as in the bulk. The charge there is a function of $\psi$ alone. Nearer the contact, all fast traps have already been emptied. At $x_e$ the charge density is thus

$$\rho_e=qN_{DL},\qquad N_{DL}=n+\int_{u\le E_e} g(u)f_0(u)\,du, \tag{1}$$

where $n$ is the bulk free density, $g$ the trap density per unit energy and $f_0$ its bulk filling. The bulk is neutral, so what counts is the number of electrons removed from it; whether a trap is donor-like or acceptor-like does not matter. Equation (1) needs $q\psi_e$ to be several $kT$, so that few free electrons remain at $x_e$. It also needs $g$ to vary slowly over $kT$ near $E_e$, because traps within $kT$ of the cutoff are only partly emptied at $x_e$. If the band of section 9 is centred on the cutoff and narrowed to a width of 0.03 or 0.01 eV, the measured density exceeds (1) by 6 or 10 %.

Two further assumptions enter:

- The film is uniform from $x_e$ through the screening tail, over the range swept, and thick enough to contain that tail.
- The slow traps keep the filling they had at $V_{\max}$ while $dV$ is varied. Section 8 examines this.

## 4. The voltage balance

First, the field $F_e$ at $x_e$. Multiply Poisson's equation by $\psi'$ and integrate from the bulk, where $\psi=\psi'=0$:

$$\tfrac12F_e^2=\frac1\varepsilon\int_0^{\psi_e}\rho(\psi)\,d\psi .$$

The right side depends on the tail alone, so $F_e$ does not change with bias.

Between the contact and $x_e$,

$$F(x)=F_e+\frac1\varepsilon\int_x^{x_e}\rho(x')\,dx'.$$

Integrate this from $0$ to $x_e$. In the double integral each $x'$ is counted for all $x$ from $0$ to $x'$, which gives a factor $x'$:

$$\psi_s=\psi_e+F_ex_e+\frac1\varepsilon\int_0^{x_e}x\,\rho(x)\,dx. \tag{2}$$

Now apply the swing. The tail moves rigidly into the film by a distance $\delta$. In the strip it leaves behind, the fast traps are empty and the slow traps still full, so the density is $\rho_e$. The charge at $x<x_e$ is unchanged, because its fast part is exhausted and its slow part frozen. Subtracting equation (2) before and after,

$$dV=F_e\delta+\frac{\rho_e}{\varepsilon}\int_{x_e}^{x_e+\delta}x\,dx
=b\,\delta+a\,\delta^2, \tag{3}$$

$$b=F_e+\frac{\rho_ex_e}{\varepsilon},\qquad a=\frac{\rho_e}{2\varepsilon}.$$

By Gauss's law the total charge is $\varepsilon AF(0)$. Its only change is the added strip, so $\Delta Q=A\rho_e\delta$.

The charge between contact and $x_e$ has cancelled. It may have any profile, provided it is static during the measurement.

## 5. Expansion and result

Insert $\delta=k_1dV+k_2dV^2+k_3dV^3+\dots$ into (3) and compare powers of $dV$:

$$bk_1=1,\qquad bk_2+ak_1^2=0,\qquad bk_3+2ak_1k_2=0,$$

$$k_1=\frac1b,\qquad k_2=-\frac{a}{b^3},\qquad k_3=\frac{2a^2}{b^5}.$$

Since $C=A\rho_e\delta/dV$,

$$C_0=\frac{A\rho_e}{b}=\frac{\varepsilon A}{x_e+\varepsilon F_e/\rho_e},\qquad
C_1=-\frac{A\rho_e^2}{2\varepsilon b^3},\qquad C_2=\frac{2C_1^2}{C_0}. \tag{4}$$

The unknown $b$ enters $C_0^3$ and $C_1$ through the same power and drops out of their ratio:

$$\frac{C_0^3}{C_1}=\frac{A^3\rho_e^3}{b^3}\left(-\frac{2\varepsilon b^3}{A\rho_e^2}\right)=-2\varepsilon A^2\rho_e .$$

Hence

$$\boxed{N_{DL}=-\frac{C_0^3}{2q\varepsilon A^2C_1}} \tag{5}$$

$C_1$ is negative: a larger swing uncovers charge farther from the contact, where each volt uncovers less of it. The length $\varepsilon A/C_0$ is the mean depth of the response and exceeds $x_e$, because the fast charge responds throughout the tail.

**Limit without traps.** With uniform doping and a sharp depletion edge, $Q=A\sqrt{2\varepsilon\rho\psi_s}$. Two derivatives give

$$C_0=\frac{dQ}{d\psi_s}=A\sqrt{\frac{\varepsilon\rho}{2\psi_s}},\qquad C_1=\frac12\frac{d^2Q}{d\psi_s^2}=-\frac{C_0}{4\psi_s}.$$

Equation (5) then yields $qN_{DL}=2\psi_sC_0^2/(\varepsilon A^2)=\rho$, as it should.

**Finite swings.** The truncation can be avoided. From (3), $dV=\delta(b+a\delta)$, so

$$\frac1C=\frac{b+a\delta}{A\rho_e}=\frac1{C_0}+\frac{\delta}{2\varepsilon A}.$$

Because $\delta=C\,dV/(A\rho_e)$,

$$\frac1C=\frac1{C_0}+\frac{C\,dV}{2q\varepsilon A^2N_{DL}}. \tag{6}$$

A plot of $1/C$ against $C\,dV$ is a straight line within this model.

## 6. What the meter reads, and which end is fixed

A capacitance meter applies a sine wave and reads the fundamental. With $h=dV/2$ and $s=\sin\theta$, the voltage measured from the fixed end is $h(1+s)$, and the charge is

$$Q=C_0h(1+s)+C_1h^2(1+s)^2+C_2h^3(1+s)^3+\dots$$

The terms in $s^2$ contain no fundamental, and $s^3=\tfrac34\sin\theta-\tfrac14\sin3\theta$. The three brackets therefore have fundamental amplitudes $1$, $2$ and $3+\tfrac34=\tfrac{15}4$. Dividing by the voltage amplitude $h$,

$$C_{\rm sine}=C_0+2hC_1+\tfrac{15}{4}h^2C_2+\dots=C_0+C_1dV+\tfrac{15}{16}C_2dV^2+\dots$$

Equation (5) holds for the sine reading too. The line (6) is derived for $\Delta Q/dV$ and is altered at second order for a sine reading.

The sign in (5) belongs to a fixed forward end. If the same charge curve is swept from a fixed reverse end towards forward, $dV$ becomes $-dV$ and $C_1$ changes sign. If the mean bias is fixed, the chord $[Q(dV/2)-Q(-dV/2)]/dV$ is even in $dV$ and has no linear term.

## 7. Comparison with an ordinary C–V profile

Let $V_R$ be the dc reverse bias, and define

$$N_{CV}=-\frac{C_0^3}{q\varepsilon A^2\,(dC_0/dV_R)} .$$

In a dc change the slow traps also reach equilibrium. In a uniform film the whole profile then shifts by $dx_e$. The bending at the contact rises by the surface field $F_s$ times this shift, so $dx_e/dV_R=1/F_s$. From (4),

$$\frac{d}{dV_R}\frac1{C_0}=\frac{1}{\varepsilon AF_s}.$$

Since $dC_0/dV_R=-C_0^2\,d(1/C_0)/dV_R$,

$$N_{CV}=\frac{C_0F_s}{qA}=N_{DL}\frac{F_s}{b},\qquad
F_s-b=\frac1\varepsilon\int_0^{x_e}(\rho-\rho_e)\,dx\ge0. \tag{7}$$

The last integral is the charge of the emptied slow traps. In a uniform film the C–V density is therefore at least $N_{DL}$, with equality when there are no slow traps.

## 8. When slow traps do not stay frozen

Suppose one waits at each amplitude until the slow traps settle. Their filling then follows the capture rate averaged over the cycle, which is proportional to the mean of $e^{-q\psi/kT}$. At a fixed position let the bending run sinusoidally from $\psi_f$ to $\psi_f+\Delta\psi$, and set $z=q\Delta\psi/(2kT)$. The average is

$$e^{-q\psi_f/kT}e^{-z}\langle e^{-z\sin\theta}\rangle=e^{-q\psi_f/kT}e^{-z}I_0(z),$$

where $I_0$ is the modified Bessel function. The traps are filled as if the bending were constant at

$$\psi_{\rm eff}=\psi_f-\frac{kT}{q}\ln\!\left[e^{-z}I_0(z)\right].$$

For $z\gg1$, $I_0\approx e^z/\sqrt{2\pi z}$, and $\psi_{\rm eff}$ exceeds $\psi_f$ by $(kT/2q)\ln(2\pi z)$. This excess grows only as $\ln z$, so the filling stays nearer to the forward end than to the mean bias, but it is not frozen. In the example of section 9 a 0.4 V swing gives $z\approx3.2$ at $x_e$ and an excess of 0.038 V, against $\Delta\psi/2\approx0.083$ V at mid-swing. The bending there is not quite sinusoidal, which lowers the excess by about 0.001 V.

For $z\ll1$, $I_0\approx1$ and $\psi_{\rm eff}=\psi_f+\Delta\psi/2$. The filling is then that of the mean bias, which has moved by $dV/2$. A chord centred on this bias has no linear term of its own, so

$$C(dV)=C_0+\frac{dV}{2}\frac{dC_0}{dV_R}+\dots$$

Thus $C_1=\tfrac12dC_0/dV_R$, and equation (5) returns $N_{CV}$, not $N_{DL}$. Fixing the forward end does not by itself exclude the slow traps: their filling must also stay frozen.

## 9. Worked example

Take a metal contact on amorphous indium gallium zinc oxide at 300 K, with round parameters: barrier 0.90 eV, relative permittivity 10, $n=10^{16}$ cm$^{-3}$, film thickness 600 nm and contact diameter 200 µm. The traps form a Gaussian band of $2\times10^{16}$ cm$^{-3}$, centred 0.35 eV below the band edge with standard deviation 0.10 eV. The attempt frequency is $10^{11}$ s$^{-1}$ and $V_{\max}=-0.50$ V.

The conduction-band density is $5\times10^{18}$ cm$^{-3}$, so $\zeta=kT\ln 500=0.161$ eV and $\psi_s=0.90-0.161+0.50=1.239$ V. At 3 kHz, $E_e=0.400$ eV and $\psi_e=0.240$ V, about nine times $kT/q$.

Poisson's equation was solved numerically with Fermi statistics for the traps and Boltzmann statistics for the free electrons, the slow traps frozen at the forward end. Eight swings from 0.05 to 0.40 V, fitted by a cubic in $dV$, give

$$C_0=12.362\ \text{pF},\qquad C_1=-2.907\ \text{pF/V}.$$

With $A=3.1416\times10^{-4}$ cm$^2$ and $\varepsilon=8.854\times10^{-13}$ F/cm, $2q\varepsilon A^2=2.800\times10^{-38}$ in units of C F cm$^3$, and

$$N_{DL}=\frac{(12.362\times10^{-12})^3}{(2.800\times10^{-38})(2.907\times10^{-12})}=2.32\times10^{16}\ \text{cm}^{-3}=2.32\times10^{22}\ \text{m}^{-3}.$$

The integral (1) gives $2.30\times10^{16}$ cm$^{-3}$, lower by 0.9 %. This difference contains both thermal smearing and the error of the cubic fit. With the smearing reduced fivefold and all levels held fixed, the cubic fit is still 0.3 % high, while the line (6) and the integral both give $2.326\times10^{16}$ cm$^{-3}$.

**Truncation.** The smallest and largest swings give 12.2193 and 11.3707 pF. A straight line in $dV$ through these two points has slope $-2.425$ pF/V and intercept 12.341 pF, hence $2.77\times10^{16}$ cm$^{-3}$, about 19 % above the cubic fit. The same two points in (6) give $2.30\times10^{16}$ cm$^{-3}$. Curvature matters although the capacitance falls by less than a tenth.

**Depth.** The crossing lies at $x_e=142$ nm, whereas $\varepsilon A/C_0=225$ nm. The difference is the tail term $\varepsilon F_e/\rho_e$, about 84 nm for $F_e=0.035$ MV/cm. In a uniform film the choice of depth does not matter. In a weakly graded film the density from (5) is the local value near $\varepsilon A/C_0$, not at $x_e$: grading the traps or the donors linearly by 5 % per 100 nm places it at 224 and 228 nm. A weakly graded profile is therefore plotted against $\varepsilon A/C_0$, as in the limit without traps. An abrupt change is not located this way: if the trap density rises by 10 % beyond 140, 200 or 225 nm, the density from (5) shows 167 %, 39 % or 14 % of the step.

**Interface charge.** Adding static positive elementary charges at a density of $2\times10^{17}$ cm$^{-3}$ in the first 40 nm raises $C_0$ to about 14.2 pF but changes the fitted $N_{DL}$ by only 0.3 %. This change is an error of the cubic fit: the zero-swing value does not move.

**Energy resolution.** At 300 Hz and 30 kHz the cutoffs are 0.460 and 0.341 eV, and the densities are $2.653$ and $1.871\times10^{16}$ cm$^{-3}$. Their differences give

$$\overline{gf_0}=\frac{0.782\times10^{16}}{0.119}=6.6\times10^{16}\ \text{cm}^{-3}\,\text{eV}^{-1},$$

against $6.7\times10^{16}$ from the assumed band. This holds for frozen filling only. If the slow traps settle at every amplitude, the same fits give $2.785$ and $2.413\times10^{16}$ cm$^{-3}$, and the difference yields $3.1\times10^{16}$ cm$^{-3}$ eV$^{-1}$, less than half of the true value.

**C–V profile.** Differentiating the small-signal capacitance with respect to dc bias gives $2.64\times10^{16}$ cm$^{-3}$, 14 % above $N_{DL}$. Equation (7), with $F_s=0.108$ MV/cm, gives the same value within 0.5 %.

**Settled traps.** If the slow traps settle at every amplitude, the same eight swings yield $2.63\times10^{16}$ cm$^{-3}$. With this fit almost the whole advantage over C–V is lost, even though the swings reach 0.4 V. The fit extrapolates the slope to zero swing, where section 8 predicts $N_{CV}$. A 4 mV swing gives $2.64\times10^{16}$ cm$^{-3}$, as predicted.

## 10. The model beside a real film

The parameters are rough values for this class of device. The free density of real films varies over orders of magnitude with oxygen content and annealing, and the trap band here is a simple stand-in. The 600 nm thickness matters: a film of a few tens of nanometres would be fully depleted at these densities and this bias, and the derivation would not apply.

The assumption most at risk is frozen filling. In a time $t$, traps down to about $kT\ln(\nu t)$ can emit. For one second this is 0.65 eV, which covers nearly all of the assumed band. For one millisecond, three cycles at 3 kHz, it is already 0.48 eV, which covers about 90 % of the band. An ordinary measurement on this film is thus close to the settled case, 13 % above the frozen value when fitted by the cubic. Integrating the rate equation of the traps together with Poisson's equation, for a sine drive started from equilibrium at $V_{\max}$, the cubic fit gives $2.42$, $2.59$ and $2.65\times10^{16}$ cm$^{-3}$ in the first, second and eighth cycle, and $2.68\times10^{16}$ cm$^{-3}$ in the steady state. With the same kinetics the small-signal C–V density is $2.71\times10^{16}$ cm$^{-3}$ instead of the sharp-cutoff value $2.64\times10^{16}$, so the steady state lies just below it. Frozen filling is an idealisation unless there are no traps between $E_e$ and $kT\ln(\nu t)$, with $t$ the measuring time. A narrower gap does not suffice. Take two levels of $10^{16}$ cm$^{-3}$ at 0.25 and 0.55 eV, each 0.02 eV wide. The deeper one emits in 17 ms, and once it has settled the cubic fit gives $2.35\times10^{16}$ cm$^{-3}$, against $1.96$ when frozen and $2.41\times10^{16}$ cm$^{-3}$ from C–V. Large swings help, as section 8 suggests: the steady-state readings for $dV\ge0.25$ V, put into the line (6), give $2.47\times10^{16}$ cm$^{-3}$. Part of this drop comes from using (6) on sine readings: with frozen filling these swings give $2.26\times10^{16}$ from the sine reading against $2.30\times10^{16}$ cm$^{-3}$ from $\Delta Q/dV$.

The energy scale is uncertain as well. A tenfold larger $\nu$ moves $E_e$ by $kT\ln10=0.06$ eV and raises the integral (1) by 15 %. If the traps are Coulomb-attractive when empty, the field lowers their emission barrier. The potential $-q/(4\pi\varepsilon r)-Fr$ has its maximum at $r=\sqrt{q/(4\pi\varepsilon F)}$, where it equals $-\sqrt{qF/(\pi\varepsilon)}$. At $x_e$ this is 0.045 V with the static permittivity, enough to raise the integral by 12 %; with an optical relative permittivity near 4 it is 0.071 V and 17 %. A different $\nu$ only changes which traps are counted. The field lowering does more, because it varies with position and grows during the swing, and so enters $C_1$ itself. With the static permittivity and a cutoff that follows the local field, the density from (5) exceeds the unshifted integral (1) by 8, 13 or 18 % when the field at the forward end, the mean field or the field at the reverse end sets the cutoff.

The sharp cutoff also undercounts. A trap responds where the Fermi level crosses it, and with filling $f$ and emission rate $e$ it relaxes there at emission plus capture, $e/(1-f)$. With $y=1-f$ and $a=\omega/e$, the in-phase weight averaged over the crossing is $\int_0^1dy/(1+a^2y^2)=\arctan(a)/a$. Using it in place of the sharp cutoff raises the integral (1) by 6 %.

Other corrections are small here. Degeneracy enters at 0.07 %. For a mobility of 10 cm$^2$/Vs and an ohmic back contact under the film, the neutral part of the film, about 320 nm thick, has a resistance of 6 Ω. The current that passes through the electron-poor tail raises this to about 50 Ω, and $\omega RC\approx10^{-5}$. With a lateral contact the sheet resistance of 2.0 MΩ per square applies instead, and $\omega RC$ exceeds 0.01 at 3 kHz and 0.1 at 30 kHz. The tunnelling exponent for a triangular barrier, with effective mass 0.34 electron masses and the surface field at $V_{\max}$, is about 300, so direct tunnelling through the full barrier is negligible. Leakage through defects is outside this estimate.

## Values computed for the example and the checks

```
temperature 300 K, kT = 0.02585 eV
relative permittivity 10.0, film 600 nm
contact diameter 200 um, area 3.1416e-04 cm2
free density 1.00e+16, band density 5.00e+18 cm^-3
trap total 2.00e+16 cm^-3
trap centre 0.35 eV, width 0.10 eV
attempt frequency 1.0e+11 1/s
barrier 0.90 eV, most forward bias -0.50 V
Fermi depth 0.1607 eV, surface bending 1.2393 V
frequency Hz | Ee eV | N_DL from C0,C1 | n + trap integral (cm^-3)
     300 | 0.4598 | 2.6533e+16 | 2.6415e+16
    3000 | 0.4003 | 2.3203e+16 | 2.2986e+16
   30000 | 0.3408 | 1.8709e+16 | 1.8403e+16
mean filled trap density: found 6.572e+16 cm^-3 eV^-1
mean filled trap density: input 6.730e+16 cm^-3 eV^-1
All following lines: 3 kHz
swing 0.05 V: C = 12.2193 pF
swing 0.20 V: C = 11.8267 pF
swing 0.40 V: C = 11.3707 pF
C0 = 12.3616 pF, C1 = -2.9072 pF/V
crossing depth x_e 141.9 nm, field there 0.0349 MV/cm
response depth eps A/C0 = 225.0 nm
N_DL = 2.3203e+16 cm^-3 = 2.3203e+22 m^-3
thermal smearing error of N_DL 0.94 %
smearing/5: N_DL 2.3331e+16, integral 2.3256e+16 cm^-3
smearing/5: straight-line N_DL 2.3256e+16 cm^-3
smearing/5: C0 fit 12.3523, formula 12.3506 pF
with interface charge: C0 14.1588 pF, N_DL 2.3276e+16 cm^-3
C-V density 2.6414e+16, from surface field 2.6439e+16 cm^-3
settled slow traps: N 2.6291e+16 cm^-3
settled slow traps, 4 mV swing: N 2.6433e+16 cm^-3
sine/chord ratio: C1 1.00000, C2 0.93761
fixed reverse end: C1 ratio -1.00006
fixed mean bias: C1 ratio 0.00000
smooth emission cutoff changes N by -0.40 %
tenfold attempt frequency changes N by 14.9 %
Poole-Frenkel lowering at x_e 0.0448 eV
that lowering changes N by 11.9 %
surface field 0.1077 MV/cm
effective mass 0.34 m_e, tunnelling exponent 316
degeneracy correction 0.071 %
mobility 10 cm2/Vs, series resistance 9.10 ohm
omega R C = 2.12e-06
```
